**Stoney's formula and its corrections for a strained film on a substrate**

The program tests \(\sigma_m h_f = M_s h_s^2\kappa/6\), where \(\sigma_m\) is the film stress on the flat substrate, \(h_f\) and \(h_s\) are the film and substrate thicknesses, \(M_s=E_s/(1-\nu_s)\) is the substrate biaxial modulus and \(\kappa\) is the curvature. It asserts that the symbolic balance of force and moment gives the full bilayer formula, its thin-film limit and its first corrections. An energy minimization with independent curvatures along two axes must agree with the same formula for four thickness ratios. A finite-element model of a free disk must approach the bilayer curvature, and the ratio extrapolated to large radius, assuming an edge effect inversely proportional to the radius, is 1.0000. A nonlinear plate calculation must reproduce the first deflection coefficient \((1-\nu_s)/16\) within two percent; the output shows 0.04682 against 0.04688. For the model film of 100 nm on 500 µm, the Stoney curvature is −0.0192 m⁻¹, and the full bilayer value differs from it by 0.044 percent. At a thickness ratio of 0.2, with the film's biaxial modulus 0.80 of the substrate's, Stoney's formula returns 0.65 of the true mismatch stress.

## Program and output

```python
"""
Stoney formula: sigma_m * h_f = M_s * h_s**2 * kappa / 6, M_s = E_s/(1-nu_s),
the leading term for a thin film (thickness h_f) on a substrate (thickness h_s).
sigma_m: equibiaxial film stress on the flat unstrained substrate (tension > 0)
kappa:   curvature, positive when the plate is concave on the film side
eps_m:   elastic film strain on the flat substrate, sigma_m = M_f*eps_m
m = M_f/M_s, h = h_f/h_s; z is measured from the substrate midplane.
Also tested: the full bilayer result, its first corrections, and the first
correction for finite deflection of a disk of radius R.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.optimize import least_squares
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def biaxial(E, nu):
    return E / (1 - nu)


def stiffness_3d(E, nu):
    """Isotropic stiffness for (rr, tt, zz, engineering shear rz)."""
    lam = E * nu / ((1 + nu) * (1 - 2 * nu))
    mu = E / (2 * (1 + nu))
    C = np.zeros((4, 4))
    C[:3, :3] = lam + 2 * mu * np.eye(3)
    C[3, 3] = mu
    return C


def bilayer_factor(m, h):
    """sigma_m*h_f divided by M_s*h_s^2*kappa/6, full linear bilayer result."""
    D = 1 + 4*m*h + 6*m*h**2 + 4*m*h**3 + m**2*h**4
    return D / (1 + h)


def layered_plate(Es, nus, hs, Ef, nuf, hf, eps_m):
    """Minimize the elastic energy over independent x and y strains and
    curvatures. Returns ex, ey, kx, ky and the film force per length."""
    x, w = np.polynomial.legendre.leggauss(4)
    A, b, film = np.zeros((4, 4)), np.zeros(4), []
    h = hf / hs
    for lo, hi, E, nu, e in ((-0.5, 0.5, Es, nus, 0.0),
                             (0.5, 0.5 + h, Ef, nuf, eps_m)):
        Q = E / (1 - nu**2) * np.array([[1, nu], [nu, 1]])
        for xi, wi in zip(x, w):
            z = (lo + hi) / 2 + (hi - lo) / 2 * xi
            wt = wi * (hi - lo) / 2
            G = np.array([[1, 0, -z, 0], [0, 1, 0, -z]])
            A += wt * G.T @ Q @ G
            b -= wt * G.T @ Q @ np.array([e, e])
            if lo > 0:
                film.append((wt, Q, G))
    q = np.linalg.solve(A, b)
    force = hs * sum(wt * (Q @ (G @ q + eps_m))[0] for wt, Q, G in film)
    return q[0], q[1], q[2] / hs, q[3] / hs, force


def disk_fem_curvature(R, hf, Es, nus, Ef, nuf, sigma_m):
    """Linear 3D elasticity of a free bilayer disk (h_s = 1), axisymmetric
    nine-node elements; returns the curvature of the inner half."""
    def with_midpoints(edges):
        mid = (edges[1:] + edges[:-1]) / 2
        return np.sort(np.concatenate([edges, mid]))
    r = with_midpoints(np.linspace(0, R, int(2 * R) + 1))
    z = with_midpoints(np.concatenate([np.linspace(-0.5, 0.5, 4),
                                       [0.5 + hf / 2, 0.5 + hf]]))
    nr, nz = len(r), len(z)
    gx, gw = np.polynomial.legendre.leggauss(3)
    shape = [np.array([x*(x-1)/2, 1-x*x, x*(x+1)/2]) for x in gx]
    slope = [np.array([x-0.5, -2*x, x+0.5]) for x in gx]
    Cs, Cf = stiffness_3d(Es, nus), stiffness_3d(Ef, nuf)
    rows, cols, vals, load = [], [], [], np.zeros(2 * nr * nz)
    for i in range(0, nr - 1, 2):
        for j in range(0, nz - 1, 2):
            a, c = (r[i+2] - r[i]) / 2, (z[j+2] - z[j]) / 2
            in_film = z[j+1] > 0.5
            C = Cf if in_film else Cs
            s0 = np.array([1.0, 1, 0, 0]) * (sigma_m if in_film else 0)
            nodes = np.array([(i+p)*nz + j+q
                              for p in range(3) for q in range(3)])
            dofs = np.column_stack([2*nodes, 2*nodes + 1]).ravel()
            Ke, fe = np.zeros((18, 18)), np.zeros(18)
            for p in range(3):
                rad = r[i+1] + a * gx[p]
                for q in range(3):
                    N = np.outer(shape[p], shape[q]).ravel()
                    Nr = np.outer(slope[p] / a, shape[q]).ravel()
                    Nz = np.outer(shape[p], slope[q] / c).ravel()
                    B = np.zeros((4, 18))
                    B[0, 0::2], B[1, 0::2], B[2, 1::2] = Nr, N / rad, Nz
                    B[3, 0::2], B[3, 1::2] = Nz, Nr
                    wt = gw[p] * gw[q] * a * c * rad
                    Ke += wt * B.T @ C @ B
                    fe -= wt * B.T @ s0
            rows.append(np.repeat(dofs, 18))
            cols.append(np.tile(dofs, 18))
            vals.append(Ke.ravel())
            load[dofs] += fe
    n = len(load)
    K = coo_matrix((np.concatenate(vals), (np.concatenate(rows),
                    np.concatenate(cols))), shape=(n, n)).tocsr()
    fixed = [2*j for j in range(nz)] + [1]
    free = np.setdiff1d(np.arange(n), fixed)
    u = np.zeros(n)
    u[free] = spsolve(K[free][:, free].tocsc(), load[free])
    k = nr // 2
    return 2 * (u[2*k*nz + 1] - u[1]) / r[k]**2


def nonlinear_energy(K, nu):
    """Minimum scaled energy of a thin disk with fixed edge slope
    K = kappa*R^2/h_s; slope profile and radial displacement are free."""
    x, w = np.polynomial.legendre.leggauss(20)
    s, w = (x + 1) / 2, w / 2

    def residual(c):
        b, db = K * s, K * np.ones_like(s)
        for j in range(3):
            p = 2*j + 1
            b = b + c[j] * (s**p - s**(p+2))
            db = db + c[j] * (p*s**(p-1) - (p+2)*s**(p+1))
        v_over_s = sum(c[3+k] * s**(2*k) for k in range(5))
        dv = sum(c[3+k] * (2*k+1) * s**(2*k) for k in range(5))
        er, et = dv + b**2 / 2, v_over_s
        plus, minus = np.sqrt(w*s*(1+nu)/2), np.sqrt(w*s*(1-nu)/2)
        t = np.sqrt(1 / 12)
        return np.concatenate([t*plus*(db + b/s), t*minus*(db - b/s),
                               plus*(er + et), minus*(er - et)])
    fit = least_squares(residual, np.zeros(8), method="lm",
                        xtol=1e-14, ftol=1e-14, gtol=1e-14)
    return fit.cost


def nonlinear_load_ratio(K, nu, d=0.003):
    """Film force needed for edge slope K, divided by the Stoney value."""
    dU = (nonlinear_energy(K+d, nu) - nonlinear_energy(K-d, nu)) / (2*d)
    return 2 * dU / ((1 + nu) * K / 6)


# Worked example, SI units
Es, nus, hs, R = 150e9, 0.25, 500e-6, 25e-3
Ef, nuf, hf, eps_m = 112e9, 0.30, 100e-9, -0.01
layer = 0.25e-9
Ms, Mf = biaxial(Es, nus), biaxial(Ef, nuf)
m, h = Mf / Ms, hf / hs
sigma_m = Mf * eps_m
force = sigma_m * hf
kappa = 6 * force / (Ms * hs**2)

# Biaxial modulus from three-dimensional Hooke's law with a free surface
for E, nu in ((Es, nus), (Ef, nuf)):
    C = stiffness_3d(E, nu)
    ezz = -(C[2, 0] + C[2, 1]) / C[2, 2]
    assert np.isclose((C @ [1, 1, ezz, 0])[0], biaxial(E, nu), rtol=1e-12)

# Symbolic force and moment balance, with M_s = h_s = 1; the midplane strain
# and the curvature may have either sign
zz, e0, kk = sp.symbols("z e0 kappa", real=True)
ms, hh, em = sp.symbols("m h eps_m", positive=True)
sub, fil = e0 - kk*zz, ms*(em + e0 - kk*zz)
half = sp.Rational(1, 2)


def through(weight):
    return (sp.integrate(sp.expand(sub*weight), (zz, -half, half))
            + sp.integrate(sp.expand(fil*weight), (zz, half, half + hh)))


sol = sp.solve([through(sp.Integer(1)), through(zz)], [e0, kk], dict=True)[0]
nominal = sp.cancel(ms*em*hh / (sol[kk]/6))
actual = sp.cancel(-sol[e0] / (sol[kk]/6))
assert sp.simplify(nominal - bilayer_factor(ms, hh)) == 0
assert sp.simplify(actual - (1 + ms*hh**3)/(1 + hh)) == 0
assert sp.limit(nominal, hh, 0) == 1
assert sp.simplify(sp.diff(nominal, hh).subs(hh, 0) - (4*ms - 1)) == 0
assert sp.simplify(sp.diff(actual, hh).subs(hh, 0) + 1) == 0

# Energy minimum with independent curvatures, thin and thick films
for ratio in (h, 0.01, 0.1, 0.5):
    ex, ey, kx, ky, N = layered_plate(Es, nus, hs, Ef, nuf, ratio*hs, eps_m)
    assert np.isclose(kx, ky, rtol=1e-8)
    stoney_force = Ms * hs**2 * kx / 6
    assert np.isclose(sigma_m*ratio*hs / stoney_force,
                      bilayer_factor(m, ratio), rtol=1e-8)
    assert np.isclose(N / stoney_force, (1 + m*ratio**3)/(1 + ratio),
                      rtol=1e-8)

# The example: Stoney against the energy minimum, and substrate stresses
ex, ey, kx, ky, N = layered_plate(Es, nus, hs, Ef, nuf, hf, eps_m)
assert abs(kx / kappa - 1) < 1e-3
assert np.isclose(kx / kappa - 1, -(4*m - 1)*h, rtol=1e-2)
top, back = Ms*(ex - kx*hs/2), Ms*(ex + kx*hs/2)
neutral = ex / kx
assert np.isclose(top, -4*force/hs, rtol=2e-3)
assert np.isclose(back, 2*force/hs, rtol=2e-3)
assert np.isclose(neutral, -hs/6, rtol=2e-3)

# Same film force, film four times stiffer: curvature hardly changes
k_stiff = layered_plate(Es, nus, hs, 4*Ef, nuf, hf, eps_m/4)[2]
assert abs(k_stiff / kx - 1) < 5e-3

# Free bilayer disk without plate assumptions (h_s = 1, M in units of M_s);
# two radii are extrapolated to large R, assuming edge effects of order 1/R
h_fem = 0.2
fem = [disk_fem_curvature(rad, h_fem, Es/Ms, nus, Ef/Ms, nuf, 1.0)
       for rad in (20, 40)]
fem_limit = 2*fem[1] - fem[0]
k_bilayer = 6 * h_fem / bilayer_factor(m, h_fem)
assert abs(fem[1] / k_bilayer - 1) < 0.02
assert abs(fem_limit / k_bilayer - 1) < 3e-3

# Finite deflection; the small slope keeps the next-order term negligible
K_small, K_one = 0.15, 1.0
coefficient = (nonlinear_load_ratio(K_small, nus) - 1) / K_small**2
assert np.isclose(coefficient, (1 - nus)/16, rtol=0.02)
ratio_one = nonlinear_load_ratio(K_one, nus)
K_example = abs(kappa) * R**2 / hs
deflection_correction = (1 - nus) * K_example**2 / 16

hartree = constants.physical_constants["Hartree energy"][0]
bohr = constants.physical_constants["Bohr radius"][0]
print(f"substrate E_s = {Es/1e9:.0f} GPa, nu_s = {nus:.2f}")
print(f"substrate h_s = {hs*1e6:.0f} um, disk radius R = {R*1e3:.0f} mm")
print(f"film E_f = {Ef/1e9:.0f} GPa, nu_f = {nuf:.2f}")
print(f"film h_f = {hf*1e9:.0f} nm, mismatch strain eps_m = {eps_m:.3f}")
print(f"biaxial modulus M_s = {Ms/1e9:.1f} GPa, M_f = {Mf/1e9:.1f} GPa")
print(f"ratios m = {m:.3f}, h = {h:.1e}")
print(f"film stress sigma_m = {sigma_m/1e9:.3f} GPa")
print(f"film force sigma_m*h_f = {force:.2f} N/m")
print(f"  the same = {force*bohr**2/hartree:.4f} hartree/bohr^2")
print(f"Stoney curvature = {kappa:.6f} 1/m")
print(f"radius of curvature (magnitude) = {1/abs(kappa):.2f} m")
print(f"bow at disk edge (magnitude) = {abs(kappa)*R**2/2*1e6:.3f} um")
print(f"curvature from energy minimum = {kx:.6f} 1/m")
print(f"relative difference from Stoney = {kx/kappa-1:.3e}")
print(f"first-order prediction -(4m-1)h = {-(4*m-1)*h:.3e}")
print(f"actual film force N = {N:.3f} N/m")
print(f"substrate stress at interface = {top/1e6:.3f} MPa")
print(f"substrate stress at back = {back/1e6:.3f} MPa")
print(f"unstrained plane z = {neutral*1e6:.2f} um")
print(f"curvature change, film 4x stiffer, same force = {k_stiff/kx-1:.2e}")
print(f"one layer: thickness = {layer*1e9:.2f} nm")
print(f"one layer: added force = {sigma_m*layer:.3f} N/m")
print(f"one layer: added curvature = {kappa*layer/hf:.3e} 1/m")
print("h_f/h_s | Stoney stress / true sigma_m | 1-(4m-1)h")
for ratio in (0.001, 0.01, 0.05, 0.1, 0.2):
    kr = layered_plate(Es, nus, hs, Ef, nuf, ratio*hs, eps_m)[2]
    deduced = Ms * hs**2 * kr / (6 * ratio * hs)
    print(f"  {ratio:.3f} | {deduced/sigma_m:.4f} | {1-(4*m-1)*ratio:.4f}")
print(f"finite elements, h = {h_fem:.1f}: curvature / bilayer formula")
print(f"  R = 20 h_s: {fem[0]/k_bilayer:.5f}")
print(f"  R = 40 h_s: {fem[1]/k_bilayer:.5f}")
print(f"  extrapolated to large R: {fem_limit/k_bilayer:.5f}")
print(f"deflection coefficient, numerical = {coefficient:.5f}")
print(f"deflection coefficient (1-nu_s)/16 = {(1-nus)/16:.5f}")
print(f"force / Stoney at kappa R^2/h_s = 1, numerical = {ratio_one:.4f}")
print(f"  first-correction formula = {1+(1-nus)/16:.4f}")
print(f"example: kappa R^2/h_s (magnitude) = {K_example:.4f}")
print(f"example: relative deflection correction = "
      f"{deflection_correction:.2e}")
print("all assertions hold")
```

Printed output:

```
substrate E_s = 150 GPa, nu_s = 0.25
substrate h_s = 500 um, disk radius R = 25 mm
film E_f = 112 GPa, nu_f = 0.30
film h_f = 100 nm, mismatch strain eps_m = -0.010
biaxial modulus M_s = 200.0 GPa, M_f = 160.0 GPa
ratios m = 0.800, h = 2.0e-04
film stress sigma_m = -1.600 GPa
film force sigma_m*h_f = -160.00 N/m
  the same = -0.1028 hartree/bohr^2
Stoney curvature = -0.019200 1/m
radius of curvature (magnitude) = 52.08 m
bow at disk edge (magnitude) = 6.000 um
curvature from energy minimum = -0.019192 1/m
relative difference from Stoney = -4.399e-04
first-order prediction -(4m-1)h = -4.400e-04
actual film force N = -159.898 N/m
substrate stress at interface = 1.279 MPa
substrate stress at back = -0.640 MPa
unstrained plane z = -83.32 um
curvature change, film 4x stiffer, same force = -1.92e-03
one layer: thickness = 0.25 nm
one layer: added force = -0.400 N/m
one layer: added curvature = -4.800e-05 1/m
h_f/h_s | Stoney stress / true sigma_m | 1-(4m-1)h
  0.001 | 0.9978 | 0.9978
  0.010 | 0.9782 | 0.9780
  0.050 | 0.8956 | 0.8900
  0.100 | 0.8022 | 0.7800
  0.200 | 0.6456 | 0.5600
finite elements, h = 0.2: curvature / bilayer formula
  R = 20 h_s: 0.99960
  R = 40 h_s: 0.99980
  extrapolated to large R: 1.00000
deflection coefficient, numerical = 0.04682
deflection coefficient (1-nu_s)/16 = 0.04688
force / Stoney at kappa R^2/h_s = 1, numerical = 1.0439
  first-correction formula = 1.0469
example: kappa R^2/h_s (magnitude) = 0.0240
example: relative deflection correction = 2.70e-05
all assertions hold
```
